\section*{The Handy-Schaefer Interchange for TDDFT Excitation-Energy Gradients}

\section{Two orbitals}

Take two electrons in an orbital $\varphi_1$, with a single empty orbital $\varphi_2$. Both are real and orthonormal. Apart from its dependence on a nuclear coordinate $\xi$, the ground state has one freedom, the rotation $\varphi_1\to\varphi_1+\kappa\varphi_2$, $\varphi_2\to\varphi_2-\kappa\varphi_1$. The self-consistency condition $F_{21}(\xi,\kappa)=0$ fixes $\kappa(\xi)$. With $h=\partial F_{21}/\partial\kappa$, differentiating this condition gives $\kappa'=-h^{-1}\partial_\xi F_{21}$. For an excitation energy $\Omega(\xi,\kappa)$ with $r=\partial\Omega/\partial\kappa$,
\begin{equation}
\frac{d\Omega}{d\xi}=\partial_\xi\Omega+r\kappa'
=\partial_\xi\Omega+z\,\partial_\xi F_{21},\qquad hz=-r .
\end{equation}
The number $z$ does not depend on which coordinate is displaced. This is the interchange; with many orbitals $h$ becomes a matrix.

The third density derivative is visible here too. Let $e(\rho)$ be the local exchange-correlation energy per volume, $f=e''$, $g_{xc}=e'''$, and $c$ the fraction of exact exchange. Write $(pq|rs)$ for the Coulomb integral between $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$, and $\Delta=F_{22}-F_{11}$, which is $\varepsilon_2-\varepsilon_1$ at self-consistency. The singlet excitation energy of adiabatic TDDFT is $\Omega=\sqrt{uv}$, with
\begin{align}
u&=\Delta+4(12|12)+4\!\int\! f\varphi_1^2\varphi_2^2-c[(11|22)+(12|12)],\\
v&=\Delta-c[(11|22)-(12|12)].
\end{align}
A change of $f$ alone gives $\delta\Omega=\tfrac12\sqrt{v/u}\,\delta u=2\sqrt{v/u}\int\delta f\,\varphi_1^2\varphi_2^2$. Since $\rho=2\varphi_1^2$, the rotation gives $\delta\rho=4\kappa\varphi_1\varphi_2$ and $\delta f=g_{xc}\,\delta\rho$. The corresponding part of $r$ is
\begin{equation}
r^g=8\sqrt{v/u}\int g_{xc}\,\varphi_1^3\varphi_2^3 .
\end{equation}
If $\varphi_1$ is even and $\varphi_2$ odd under inversion, the integrand is odd and $r^g=0$. Without such a symmetry it generally survives.

\section{Assumptions and the excitation functional}

The ground state is closed-shell, with real orbitals; $i,j,k$ are occupied, $a,b$ virtual and $p,q,r,s$ general. The functional is local apart from its exact exchange, and the kernel is adiabatic. The excitation is a non-degenerate singlet. Derivatives of $e$ are taken with respect to the total density of the unpolarized system, as singlets require. Define
\begin{align}
f_{pq,rs}&=\int f\varphi_p\varphi_q\varphi_r\varphi_s,\\
K_{pq,rs}&=4(pq|rs)+4f_{pq,rs}-c[(pr|qs)+(ps|qr)],\\
K^-_{pq,rs}&=-c[(pr|qs)-(ps|qr)].
\end{align}
The starting point is the singlet Casida problem, with
\begin{align}
(A+B)_{ia,jb}&=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+K_{ia,jb},\\
(A-B)_{ia,jb}&=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+K^-_{ia,jb}.
\end{align}
In canonical orbitals the Fock terms reduce to $\varepsilon_a-\varepsilon_i$ on the diagonal. With $P=X+Y$ and $M=X-Y$ the equations and the normalization are
\begin{equation}
(A+B)P=\Omega M,\quad (A-B)M=\Omega P,\quad P\cdot M=1 .
\end{equation}
Consider
\begin{equation}
G=\tfrac12\left[P(A+B)P+M(A-B)M\right].
\end{equation}
At a solution $G=\tfrac12\Omega(P\cdot M+M\cdot P)=\Omega$. When only the amplitudes change,
\begin{equation}
\delta G=\delta P\cdot\Omega M+\delta M\cdot\Omega P=\Omega\,\delta(P\cdot M)=0 .
\end{equation}
So $d\Omega/d\xi$ is the derivative of $G$ at fixed $P$ and $M$. What must be differentiated are the integrals and the orbitals.

\section{Orbitals at a displaced geometry}

When the nuclei move, the basis functions move and the old coefficients no longer give orthonormal orbitals. Let $S^\xi_{pq}$ be the derivative of the overlap matrix, transformed with the old coefficients. Orthonormalize the occupied orbitals first, then project them out of the virtual ones and orthonormalize those. To first order the coefficient changes amount to
\begin{align}
\delta\varphi_i&=-\tfrac12\sum_j S^\xi_{ij}\varphi_j,\label{frameocc}\\
\delta\varphi_a&=-\tfrac12\sum_b S^\xi_{ab}\varphi_b-\sum_j S^\xi_{aj}\varphi_j .\label{framevirt}
\end{align}
For example, the overlap of $\varphi_a$ and $\varphi_j$ changes by $S^\xi_{aj}-S^\xi_{aj}=0$. I call this set the transported frame, and denote derivatives of $G$ in it, at fixed $P,M$, by $\Omega^{(\xi)}$.

The true orbitals differ from the frame by a rotation. Its occupied-virtual part is
\begin{equation}
\delta\varphi_i=\sum_a\kappa_{ai}\varphi_a,\qquad
\delta\varphi_a=-\sum_i\kappa_{ai}\varphi_i .\label{rot}
\end{equation}
Rotations within the occupied or the virtual set need not be followed. They can be undone by rotating $P$ and $M$, which preserves $P\cdot M$, and $G$ is stationary under such changes of the amplitudes.

\section{The coupled-perturbed equations}

The Fock matrix is
\begin{equation}
F_{pq}=h_{pq}+\sum_k[2(pq|kk)-c(pk|qk)]+\int e'(\rho)\varphi_p\varphi_q ,
\end{equation}
with $\rho=2\sum_k\varphi_k^2$. The ground state satisfies $F_{ai}=0$. Under (\ref{rot}) the outer orbitals contribute
\begin{equation}
\sum_b F_{ab}\kappa_{bi}-\sum_j\kappa_{aj}F_{ji}=(\varepsilon_a-\varepsilon_i)\kappa_{ai}.
\end{equation}
The orbitals in the sum over $k$ also change. The Coulomb term gives $4(pq|bj)\kappa_{bj}$, the exchange term $-c[(pb|qj)+(pj|qb)]\kappa_{bj}$, and $\delta\rho=4\sum\kappa_{bj}\varphi_b\varphi_j$ gives $4f_{pq,bj}\kappa_{bj}$. Together,
\begin{equation}
\delta F_{pq}\big|_{\rm density}=\sum_{bj}K_{pq,bj}\kappa_{bj},\qquad
\frac{\partial F_{ai}}{\partial\kappa_{bj}}=(A+B)_{ai,bj}.\label{hess}
\end{equation}
The matrix is $A+B$, without a frequency, because the nuclear displacement is a static real perturbation of the ground state.

Let $Q^\xi_{ai}$ be the derivative of $F_{ai}$ in the transported frame. Keeping $F_{ai}=0$ requires
\begin{equation}
(A+B)\kappa^\xi=-Q^\xi .\label{cp}
\end{equation}
To find $Q^\xi$, let $F^{(\xi)}_{ai}$ be the derivative at fixed coefficients; it includes the change of $\rho$ caused by moving basis functions. The outer orbital $\varphi_a$ adds, by (\ref{framevirt}), $-\tfrac12\sum_bS^\xi_{ab}F_{bi}-\sum_jS^\xi_{aj}F_{ji}=-\varepsilon_iS^\xi_{ai}$. The outer $\varphi_i$ adds $-\tfrac12\sum_jS^\xi_{ij}F_{aj}=0$. Inside the density, (\ref{frameocc}) gives $\delta\rho=-2\sum_{jk}S^\xi_{jk}\varphi_j\varphi_k$, with matching changes in the Coulomb and exchange sums. Hence
\begin{equation}
\begin{split}
Q^\xi_{ai}={}&F^{(\xi)}_{ai}-\varepsilon_iS^\xi_{ai}\\
&-\sum_{jk}S^\xi_{jk}\left[2(ai|jk)+2f_{ai,jk}-c(aj|ik)\right].
\end{split}\label{Q}
\end{equation}
By the symmetry of $S^\xi_{jk}$, the last sum equals $\tfrac12\sum_{jk}S^\xi_{jk}K_{ai,jk}$. For $N$ atoms, (\ref{cp}) comprises $3N$ linear problems with the same matrix.

\section{The right-hand side $R$}

Let $R_{ai}=\partial G/\partial\kappa_{ai}$ at fixed geometry and amplitudes. Collect the Fock terms of $G$ with the unrelaxed difference density
\begin{align}
T_{ab}&=\tfrac12\sum_i(P_{ia}P_{ib}+M_{ia}M_{ib}),\\
T_{ij}&=-\tfrac12\sum_a(P_{ia}P_{ja}+M_{ia}M_{ja}),
\end{align}
with zero occupied-virtual blocks, so that
\begin{equation}
G=\sum_{pq}T_{pq}F_{pq}+\tfrac12\sum P_{ia}K_{ia,jb}P_{jb}
+\tfrac12\sum M_{ia}K^-_{ia,jb}M_{jb}.\label{GT}
\end{equation}
Write $H^+_{pq}[N]=\sum_{rs}K_{pq,rs}N_{rs}$ and $H^-_{pq}[N]=\sum_{rs}K^-_{pq,rs}N_{rs}$. There are three contributions.

\emph{Response of the Fock matrix.} Rotating the outer orbitals of $F_{ab}$ or $F_{ij}$ produces elements $F_{ib}$ or $F_{aj}$, which vanish. The density response in (\ref{hess}) leaves $H^+_{ai}[T]$.

\emph{Rotation of the transition densities.} The two amplitude factors in each quadratic form contribute equally, cancelling the factor $\tfrac12$. Replacing $\varphi_i$ by $\varphi_a$ in the pairs $(i,b)$, and $\varphi_a$ by $-\varphi_i$ in the pairs $(j,a)$, gives
\begin{equation}
\begin{split}
R^{\rm rot}_{ai}={}&\sum_b\left(P_{ib}H^+_{ab}[P]+M_{ib}H^-_{ab}[M]\right)\\
&-\sum_j\left(P_{ja}H^+_{ji}[P]+M_{ja}H^-_{ji}[M]\right).
\end{split}
\end{equation}
The index order matters in $H^-$, which is antisymmetric.

\emph{Change of the kernel.} With $p(\mathbf r)=\sum P_{ia}\varphi_i\varphi_a$, the term containing $f$ in (\ref{GT}) is $\tfrac12\cdot4\int fp^2=2\int fp^2$. Its kernel changes by $\delta f=g_{xc}\delta\rho$, with $\delta\rho=4\sum\kappa_{ai}\varphi_a\varphi_i$, hence
\begin{equation}
R^g_{ai}=8\int g_{xc}\,p^2\,\varphi_a\varphi_i .\label{Rg}
\end{equation}
Thus $R_{ai}=H^+_{ai}[T]+R^{\rm rot}_{ai}+R^g_{ai}$. For two orbitals $p=P\varphi_1\varphi_2$ and $P^2=\sqrt{v/u}$, which recovers $r^g$.

\section{The interchange}

By the chain rule and (\ref{cp}),
\begin{equation}
\frac{d\Omega}{d\xi}=\Omega^{(\xi)}+R\cdot\kappa^\xi
=\Omega^{(\xi)}-R\cdot(A+B)^{-1}Q^\xi .
\end{equation}
Since $A+B$ is symmetric, its inverse may act to the left:
\begin{equation}
\boxed{\;\frac{d\Omega}{d\xi}=\Omega^{(\xi)}+Z\cdot Q^\xi,\qquad (A+B)Z=-R.\;}\label{main}
\end{equation}
Neither $A+B$ nor $R$ refers to $\xi$, so one solve serves all $3N$ coordinates. The vectors $Q^\xi$ need not be built one by one either. Inserting (\ref{Q}),
\begin{equation}
Z\cdot Q^\xi=\sum_{ai}Z_{ai}\left(F^{(\xi)}_{ai}-\varepsilon_iS^\xi_{ai}\right)
-\tfrac12\sum_{jk}S^\xi_{jk}H^+_{jk}[Z],
\end{equation}
where $H^+[Z]$ is computed once. The gradient of the excited-state total energy is (\ref{main}) plus the ground-state gradient, which needs no $\kappa^\xi$ because the ground-state energy is stationary in $\kappa$.

The derivation requires $A+B$ to be invertible. The ground-state energy has gradient $\partial E/\partial\kappa_{ai}=4F_{ai}$, so by (\ref{hess}) its Hessian for real closed-shell rotations is $4(A+B)$. A zero eigenvalue thus marks the threshold of an orbital instability of the ground state, where (\ref{cp}) generally has no solution. At a degeneracy of $\Omega$ the amplitudes are not unique, and the derivative of a single root need not exist.

The Tamm-Dancoff approximation is a second case. It sets $Y=0$ and solves $AX=\Omega X$ with $X\cdot X=1$. Putting $P=M=X$ in $G$ gives $XAX=\Omega$, again stationary in the amplitudes, so (\ref{main}) and the formulas for $R$ hold with this substitution. The matrix in the $Z$ equation remains $A+B$: it describes ground-state relaxation, which the approximation to the excitation leaves untouched.

\section{Where $g_{xc}$ appears}

The Fock matrix contains $e'$. Its first derivatives, $A+B$ and $Q^\xi$, therefore contain at most $e''=f$. The functional $G$ already contains $f$, so its derivatives contain $g_{xc}$. This happens in two places: in $R$, and in the explicit term $\Omega^{(\xi)}$. To separate them, write the density derivative at a fixed point as
\begin{equation}
\frac{d\rho}{d\xi}=\rho^{(\xi)}+4\sum_{ai}\kappa^\xi_{ai}\varphi_a\varphi_i ,
\end{equation}
where $\rho^{(\xi)}$ is the change in the transported frame. The whole $g_{xc}$ contribution is then
\begin{equation}
2\!\int\! g_{xc}p^2\frac{d\rho}{d\xi}
=2\!\int\! g_{xc}p^2\rho^{(\xi)}+R^g\cdot\kappa^\xi .\label{account}
\end{equation}
The first term requires no linear solve. The second is the part of $Z\cdot Q^\xi$ generated by $R^g$.

\section{Water with unequal bonds}

The example is planar water with bonds of 1.8 bohr (O1--H2, along $x$) and 2.0 bohr (O1--H3) at an angle of $105^\circ$, in the 6-31G basis. The functional is LDA0, with one quarter exact exchange. The lowest singlet lies at $\Omega=0.2746$ hartree, or 7.47 eV. The basis is small and has no diffuse functions, so this value is not a prediction for the molecule; the gradient identity is tested within the model.

The quadrature points and weights are held fixed when the atoms move, so they add no terms of their own to the derivative. The explicit derivatives are obtained by finite differences in the transported frame, without reconverging the orbitals. For H2 along $x$, (\ref{main}) gives, in hartree/bohr,
\begin{equation}
-0.09718+0.03845=-0.05873 .
\end{equation}
Finite differences of fully reconverged excitation energies give the same value. Over all nine coordinates the largest deviation is $3.4\times10^{-8}$ hartree/bohr. Separate finite-difference tests confirm $A+B$, $R$, $Q^\xi$ and (\ref{account}).

Moving H2 along $+x$ stretches the shorter bond. The stretch of the longer bond has direction $(\cos105^\circ,\sin105^\circ)=(-0.259,0.966)$, so its slope is
\begin{equation}
(-0.259)(0.0436)+(0.966)(-0.1506)=-0.157
\end{equation}
hartree/bohr. Stretching either bond lowers $\Omega$, the longer one more strongly. The out-of-plane components vanish because reflection in the molecular plane makes $\Omega$ even in those displacements.

The norm of $R$ is 0.998 hartree. Its parts have norms 1.004 (difference density), 0.063 (rotation) and 0.0045 ($g_{xc}$); norms of vectors do not add. Leaving $R^g$ out shifts the gradient by at most $2.7\times10^{-4}$ hartree/bohr, reached for O1 along $y$, where it is 0.2\% of the component. For O1 along $x$ the relative shift is larger, $0.000205/0.015149=1.4\%$. These shifts are small in this molecule but thousands of times the deviation of the full formula.

For oxygen the explicit $g_{xc}$ term is much larger than the one in $Z\cdot Q^\xi$: 0.00579 against $-0.00027$ hartree/bohr along $y$. Translation shows how to read this. When all atoms move together, $F_{ai}$ in the transported frame is unchanged up to the error of the fixed quadrature, so to that accuracy the sum of $Q^\xi$ over atoms vanishes and with it the sum of $Z\cdot Q^\xi$. The $g_{xc}$ parts along $y$ indeed add to $-0.000272+0.000023+0.000249=0$. The explicit parts add to 0.0059 instead. At fixed points a translation changes $f$ and $p^2$ separately, and only the change of $\int fp^2$ as a whole must vanish. If the whole set of points moved rigidly with oxygen instead, the translation part would be subtracted and its explicit term along $y$ would be $0.005792-0.005897=-0.000105$ hartree/bohr. The large explicit value is thus mostly a matter of bookkeeping. For the complete gradient, the sum over atoms is at most $1.8\times10^{-6}$ hartree/bohr in magnitude, a residue of the fixed quadrature.

With the same preconditioned conjugate-gradient solver and relative residual threshold, the $Z$ equation took 9 products with $A+B$, and the nine coupled-perturbed equations took 73, a ratio of 8.1. Translational invariance could remove three of the nine right-hand sides, but the number left would still grow with the number of atoms, while the $Z$ equation remains one. The full gradient table is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
O-H bond lengths: 1.8 and 2.0 bohr
H-O-H angle: 105 degrees
basis functions: 13, occupied: 5, virtual: 8
occupied-virtual pairs (dimension of A+B): 40
quadrature points: 19782
exact-exchange fraction: 0.25
Omega, lowest singlet: 0.274569 hartree
Omega, lowest singlet: 7.471 eV
Omega, independent TDDFT solver: 0.274568 hartree
second singlet: 0.355948 hartree
lowest eigenvalue of A+B: 0.291038 hartree
norm of R, difference-density part: 1.00386 hartree
norm of R, orbital-rotation part: 0.06280 hartree
norm of R, g_xc part: 0.00452 hartree
norm of R, total: 0.99845 hartree
norm of Z: 0.45878 (dimensionless)
Gradient of Omega in hartree/bohr:
coord   explicit   Z.Q        sum        finite difference
O1 x   0.052764  -0.037614   0.015149   0.015149
O1 y   0.180694  -0.033521   0.147173   0.147173
O1 z   0.000000   0.000000   0.000000   0.000000
H2 x  -0.097181   0.038452  -0.058729  -0.058729
H2 y  -0.000843   0.004297   0.003453   0.003453
H2 z   0.000000   0.000000   0.000000   0.000000
H3 x   0.044416  -0.000838   0.043578   0.043578
H3 y  -0.179852   0.029224  -0.150627  -0.150627
H3 z   0.000000   0.000000   0.000000   0.000000
g_xc contributions in hartree/bohr:
coord   in explicit term   in Z.Q
O1 x   0.001948  -0.000205
O1 y   0.005792  -0.000272
O1 z   0.000000   0.000000
H2 x   0.000048   0.000256
H2 y   0.000001   0.000023
H2 z   0.000000   0.000000
H3 x  -0.000035  -0.000051
H3 y   0.000104   0.000249
H3 z   0.000000   0.000000
largest gradient error, full formula: 3.4e-08 hartree/bohr
largest gradient error, g_xc dropped from R: 0.000272 hartree/bohr
largest |R.kappa - Z.Q|: 7.6e-11 hartree/bohr
largest error of R along a rotation: 2.9e-12 hartree
largest error of A+B along a rotation: 5.4e-12 hartree
largest error of Q: 1.0e-11 hartree/bohr
largest error of g_xc accounting: 1.0e-11 hartree/bohr
largest sum of gradient over atoms: 1.8e-06 hartree/bohr
A+B products, one Z solve: 9
A+B products, 9 coupled-perturbed solves: 73
\end{verbatim}
